**Joint relaxation of a Keating core-shell wire and its axial period**

The program minimizes the Keating energy of a diamond-structure wire over all atomic positions and the period $L$ together. Here $m$ is the core-shell misfit, $L_0$ the shell's natural period, and $w_c$ the core weight in the first-order law $\varepsilon_s=w_cm$, $\varepsilon_c=-(1-w_c)m$. It asserts that energy and derivatives agree with a separate energy sum and five-point differences, that the minimum is stable within one period, and that force through every cut and axial torque vanish. It also asserts that a nested energy scan finds the same period and that $w_c$ from an axial loading problem matches full relaxations at small misfit. Further assertions cover the bulk moduli, the opposite core and shell forces, and the approach to the bulk rule between the smallest and largest radius. For $m=0.04$ the output gives $L=10.5506$ bohr, a shell strain of 1.52 percent and a core strain of −2.38 percent. The core weight is 0.393, against 0.319 from the bulk rule, and the core and shell carry opposite forces of 10.6 nN.

## Verification by program

```python
"""Core-shell wire: joint relaxation of atoms and axial period (Keating model).

Result under test: at the joint minimum the axial force through every cut is
zero, and for small misfit m the shell strain is w_core*m and the core strain
is -(1-w_core)*m, where w_core follows from loading the misfit-free wire.
Energy = sum over bonds  3 alpha/(8 d^2) (r.r - d^2)^2
       + sum over angles 3 beta/(8 d d') (r.r' + d d'/3)^2.
q = (all Cartesian positions, period L); r = bond vectors; d = natural bond
lengths (sum of two atomic radii); f = dE/dr. Hartree atomic units throughout.
Each bond is stored once from each end, with half its energy at each end.
"""
from itertools import combinations, combinations_with_replacement
from types import SimpleNamespace
import numpy as np
from scipy import constants, linalg, sparse
from scipy.optimize import minimize_scalar

D0, ALPHA, BETA = 4.5, 0.030, 0.009
CORE_STIFFNESS, MISFIT = 0.8, 0.04
OUTER, CORE_RATIO = 3.1, 0.6
A0 = 4 * D0 / np.sqrt(3)
TETRA = np.array([(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)])


def neighbour_sites(site):
    sign = 1 if site[0] % 2 == 0 else -1
    return [tuple(int(v) for v in np.array(site) + sign * t) for t in TETRA]


def wrap(site):
    return (site[0], site[1], site[2] % 4)


def build_wire(outer):
    """Wire cut from diamond; integer sites in units of a quarter lattice constant."""
    m = int(4 * outer) + 1
    sites = set()
    for x in range(-m, m + 1):
        for y in range(-m, m + 1):
            for z in range(4):
                even = x % 2 == y % 2 == z % 2 == 0 and (x + y + z) % 4 == 0
                odd = x % 2 == y % 2 == z % 2 == 1 and (x + y + z) % 4 == 3
                if (even or odd) and x * x + y * y < 16 * outer**2:
                    sites.add((x, y, z))
    while True:
        keep = {s for s in sites
                if sum(wrap(t) in sites for t in neighbour_sites(s)) >= 2}
        if keep == sites:
            break
        sites = keep
    order = sorted(sites)
    index = {s: k for k, s in enumerate(order)}
    i, j, image, step, p, q = [], [], [], [], [], []
    for s in order:
        first = len(i)
        for t in neighbour_sites(s):
            if wrap(t) in index:
                i.append(index[s])
                j.append(index[wrap(t)])
                image.append(t[2] // 4)
                step.append(t[2] - s[2])
        for u, v in combinations_with_replacement(range(first, len(i)), 2):
            p.append(u)
            q.append(v)
    w = SimpleNamespace(i=np.array(i), j=np.array(j), image=np.array(image),
                        step=np.array(step), p=np.array(p), q=np.array(q))
    grid = np.array(order)
    w.n = len(order)
    w.core = (grid[:, 0]**2 + grid[:, 1]**2) < 16 * (CORE_RATIO * outer)**2
    w.gap = np.where(w.step > 0, grid[w.i, 2], (grid[w.i, 2] - 1) % 4)
    w.start = np.append((grid * A0 / 4).ravel(), A0)
    nb = len(i)
    rows = np.arange(3 * nb)
    comp = np.tile(np.arange(3), nb)
    w.B = sparse.csr_matrix(
        (np.concatenate([np.ones(3 * nb), -np.ones(3 * nb), w.image.astype(float)]),
         (np.concatenate([rows, rows, rows[2::3]]),
          np.concatenate([3 * np.repeat(w.j, 3) + comp, 3 * np.repeat(w.i, 3) + comp,
                          np.full(nb, 3 * w.n)]))), shape=(3 * nb, 3 * w.n + 1))
    return w


def natural_lengths(w, misfit):
    radius = D0 / 2 * (1 + misfit * w.core)
    return radius[w.i] + radius[w.j]


def springs(w, misfit):
    """Prefactor c and target g of each residual c*(r_p.r_q - g)."""
    d = natural_lengths(w, misfit)
    s = np.where(w.core, CORE_STIFFNESS, 1.0)
    alpha = ALPHA * (s[w.i] + s[w.j]) / 2
    beta = BETA * s[w.i]
    same = w.p == w.q
    dd = d[w.p] * d[w.q]
    c = np.sqrt(np.where(same, 3 * alpha[w.p] / 8, 3 * beta[w.p] / 4) / dd)
    return c, np.where(same, dd, -dd / 3)


def mechanics(x, w, spring):
    c, g = spring
    r = (w.B @ x).reshape(-1, 3)
    rho = c * (np.sum(r[w.p] * r[w.q], axis=1) - g)
    nt = len(c)
    rows = np.repeat(np.arange(nt), 3)
    comp = np.tile(np.arange(3), nt)
    D = sparse.csr_matrix(
        (np.concatenate([(c[:, None] * r[w.q]).ravel(), (c[:, None] * r[w.p]).ravel()]),
         (np.concatenate([rows, rows]),
          np.concatenate([3 * np.repeat(w.p, 3) + comp, 3 * np.repeat(w.q, 3) + comp]))),
        shape=(nt, 3 * len(w.i)))
    f = D.T @ rho
    return SimpleNamespace(E=0.5 * rho @ rho, grad=w.B.T @ f, f=f.reshape(-1, 3),
                           r=r, rho=rho, J=D @ w.B)


def hessian(state, w, spring):
    """Full Hessian and its positive semidefinite part."""
    nb = len(w.i)
    t = state.rho * spring[0]
    W = sparse.csr_matrix((np.concatenate([t, t]),
                           (np.concatenate([w.p, w.q]), np.concatenate([w.q, w.p]))),
                          shape=(nb, nb))
    gauss = (state.J.T @ state.J).toarray()
    geometric = (w.B.T @ sparse.kron(W, sparse.identity(3), format="csr") @ w.B).toarray()
    return gauss + geometric, gauss


def gauge_projector(x, w):
    """Projector on rigid translations and rotation about the axis."""
    pos = x[:-1].reshape(-1, 3)
    T = np.zeros((3 * w.n + 1, 4))
    for k in range(3):
        T[k:-1:3, k] = 1
    T[0:-1:3, 3] = -pos[:, 1]
    T[1:-1:3, 3] = pos[:, 0]
    T = np.linalg.qr(T)[0]
    return T @ T.T


def relax(w, misfit, period=None):
    """Newton relaxation; the period is a variable unless a value is given."""
    spring = springs(w, misfit)
    x = w.start.copy()
    free = len(x)
    if period is not None:
        x[2:-1:3] *= period / A0
        x[-1] = period
        free -= 1
    for iteration in range(60):
        state = mechanics(x, w, spring)
        if np.max(np.abs(state.grad[:free])) < 1e-13:
            return x, state, iteration
        full, gauss = hessian(state, w, spring)
        gauge = ALPHA * gauge_projector(x, w)
        try:
            factor = linalg.cho_factor((full + gauge)[:free, :free])
        except linalg.LinAlgError:
            factor = linalg.cho_factor((gauss + gauge)[:free, :free])
        move = np.zeros_like(x)
        move[:free] = -linalg.cho_solve(factor, state.grad[:free])
        scale = 1.0
        while (mechanics(x + scale * move, w, spring).E
               > state.E * (1 + 1e-12) + 1e-22 and scale > 1e-6):
            scale /= 2
        x = x + scale * move
    raise AssertionError("relaxation did not converge")


def direct_energy(x, w, misfit):
    """Energy from its definition, with neighbours found by distance."""
    pos, L = x[:-1].reshape(-1, 3), x[-1]
    radius = np.where(w.core, D0 / 2 * (1 + misfit), D0 / 2)
    s = np.where(w.core, CORE_STIFFNESS, 1.0)
    images = np.concatenate([pos + [0, 0, k * L] for k in (-1, 0, 1)])
    total = 0.0
    for a in range(w.n):
        vec = images - pos[a]
        dist = np.linalg.norm(vec, axis=1)
        near = np.where((dist > 0.1) & (dist < 1.25 * D0))[0]
        for b in near:
            d = radius[a] + radius[b % w.n]
            al = ALPHA * (s[a] + s[b % w.n]) / 2
            total += 0.5 * 3 * al / (8 * d**2) * (dist[b]**2 - d**2)**2
        for b, e in combinations(near, 2):
            dd = (radius[a] + radius[b % w.n]) * (radius[a] + radius[e % w.n])
            total += 3 * BETA * s[a] / (8 * dd) * (vec[b] @ vec[e] + dd / 3)**2
    return total


def line_derivative(function, x, v, h=0.01):
    """Five-point difference: no truncation error for polynomials up to quartic."""
    near = function(x + h * v) - function(x - h * v)
    wide = function(x + 2 * h * v) - function(x - 2 * h * v)
    return (8 * near - wide) / (12 * h)


def cut_forces(state, w):
    return np.array([np.sum((w.step * state.f[:, 2])[w.gap == k]) for k in range(4)])


def loading_weights(w):
    """Atomic weights and axial rigidity from unit axial load, no misfit."""
    spring = springs(w, 0.0)
    state = mechanics(w.start, w, spring)
    H = (state.J.T @ state.J).toarray() + ALPHA * gauge_projector(w.start, w)
    load = np.zeros(len(w.start))
    load[-1] = 1
    v = linalg.solve(H, load, assume_a="pos")
    kappa = np.where(w.p == w.q, 1.0, -1 / 3)
    amount = (state.J @ v) * spring[0] * kappa * D0
    dLdR = np.zeros(w.n)
    for atoms in (w.i[w.p], w.j[w.p], w.i[w.q], w.j[w.q]):
        np.add.at(dLdR, atoms, amount)
    return dLdR * (D0 / 2) / A0, A0 / v[-1]


# Bulk moduli: formula against direct straining of one tetrahedron
Y = 2 * BETA * (3 * ALPHA + BETA) / (A0 * (ALPHA + BETA))
NU = (ALPHA - BETA) / (2 * (ALPHA + BETA))


def bulk_atom_energy(lateral, axial):
    b = TETRA * A0 / 4 * np.array([1 + lateral, 1 + lateral, 1 + axial])
    e = sum(0.5 * 3 * ALPHA / (8 * D0**2) * (u @ u - D0**2)**2 for u in b)
    return e + sum(3 * BETA / (8 * D0**2) * (u @ v + D0**2 / 3)**2
                   for u, v in combinations(b, 2))


pull = 1e-4
best = minimize_scalar(lambda t: bulk_atom_energy(t * pull, pull) * 1e8,
                       bounds=(-1, 0), method="bounded", options={"xatol": 1e-9})
Y_numeric = 2 * best.fun * 1e-8 / (A0**3 / 8 * pull**2)
assert abs(Y_numeric / Y - 1) < 1e-3 and abs(-best.x / NU - 1) < 1e-3

# Joint relaxation of the main wire
wire = build_wire(OUTER)
n_core = int(wire.core.sum())
n_shell = wire.n - n_core
spring = springs(wire, MISFIT)
x, state, iterations = relax(wire, MISFIT)
L = x[-1]
assert abs(direct_energy(x, wire, MISFIT) / state.E - 1) < 1e-10

# Gradient and Hessian on a distorted structure
rng = np.random.default_rng(1)
y = x + 0.02 * rng.standard_normal(len(x))
v = rng.standard_normal(len(x))
distorted = mechanics(y, wire, spring)
slope_formula = distorted.grad @ v
slope = line_derivative(lambda t: direct_energy(t, wire, MISFIT), y, v)
h = 1e-4
slope_three = (direct_energy(y + h * v, wire, MISFIT)
               - direct_energy(y - h * v, wire, MISFIT)) / (2 * h)
error_five = abs(slope - slope_formula)
error_three = abs(slope_three - slope_formula)
assert error_five < 1e-9 * abs(slope) + 1e-12, (slope, error_five, error_three)
Hv = hessian(distorted, wire, spring)[0] @ v
Hv_numeric = line_derivative(lambda t: mechanics(t, wire, spring).grad, y, v)
assert np.max(np.abs(Hv - Hv_numeric)) < 1e-9 * np.max(np.abs(Hv))

# Stability: only the four rigid motions cost nothing
modes = np.linalg.eigvalsh(hessian(state, wire, spring)[0])
assert np.max(np.abs(modes[:4])) < 1e-10 and modes[4] > 1e-6

# Forces through all cuts, and torque, at the optimum
cuts = cut_forces(state, wire)
assert np.max(np.abs(cuts)) < 1e-11
far = x[:-1].reshape(-1, 3)[wire.j]
torque = np.sum(wire.image * (-far[:, 1] * state.f[:, 0] + far[:, 0] * state.f[:, 1]))
sideways = np.sum(wire.image[:, None] * state.f[:, :2], axis=0)
assert abs(torque) < 1e-9 and np.max(np.abs(sideways)) < 1e-10

# Period held at the shell value: equal nonzero force on all cuts
held = relax(wire, MISFIT, A0)[1]
held_cuts = cut_forces(held, wire)
h = 0.003
held_slope = (relax(wire, MISFIT, A0 + h)[1].E
              - relax(wire, MISFIT, A0 - h)[1].E) / (2 * h)
assert np.ptp(held_cuts) < 1e-11 and abs(held_cuts[0]) > 1e-4
assert abs(held_slope / held_cuts[0] - 1) < 1e-4

# Nested search using relaxed energies only
rule = CORE_STIFFNESS * n_core / (CORE_STIFFNESS * n_core + n_shell)
guess = A0 * (1 + rule * MISFIT)
k = np.arange(-2, 3)
scan = np.array([relax(wire, MISFIT, guess * (1 + 0.004 * t))[1].E for t in k])
roots = np.roots(np.polyder(np.polyfit(k, scan - scan.min(), 4)))
root = roots[np.argmin(np.abs(roots))].real
L_nested = guess * (1 + 0.004 * root)
assert abs(L_nested - L) < 1e-5

# Strain partition: load response against full relaxations
weights, rigidity = loading_weights(wire)
w_core = weights[wire.core].sum()
assert abs(weights.sum() - 1) < 1e-9
small = 0.001
w_relaxed = (relax(wire, small)[0][-1] - relax(wire, -small)[0][-1]) / (2 * small * A0)
assert abs(w_relaxed - w_core) < 1e-4
remainder = [abs(relax(wire, m)[0][-1] / A0 - 1 - w_core * m) for m in (0.01, 0.005)]
assert remainder[0] / remainder[1] > 3
eps_shell = L / A0 - 1
eps_core = L / (A0 * (1 + MISFIT)) - 1
assert eps_core < 0 < eps_shell

# Forces carried by core and shell atoms, and the lateral squeeze of the core
inside = wire.core[wire.i]
axial = state.r[:, 2] * state.f[:, 2] / L
lateral = np.sum(state.r[:, :2] * state.f[:, :2], axis=1) / L
F_core, F_shell = axial[inside].sum(), axial[~inside].sum()
S_core = lateral[inside].sum()
assert abs(F_core + F_shell) < 1e-11 and abs(lateral.sum()) < 1e-10
assert F_core < 0 < F_shell and S_core < 0
area_core = n_core * A0**2 / 8
mean_natural = natural_lengths(wire, MISFIT)[inside].mean()
eps_local = L / (4 * mean_natural / np.sqrt(3)) - 1
F_uniaxial = CORE_STIFFNESS * Y * area_core * eps_local
F_hooke = F_uniaxial + NU * S_core
# linear bulk law used at a few per cent strain and with a mixed interface
assert abs(F_hooke / F_core - 1) < 0.15
assert abs(F_hooke - F_core) < abs(F_uniaxial - F_core)

# Approach to the bulk rule with growing radius
table = []
for outer in (2.1, OUTER, 5.6):
    trial = build_wire(outer)
    nc = int(trial.core.sum())
    stiff = CORE_STIFFNESS * nc + trial.n - nc
    ww, rig = loading_weights(trial)
    table.append((outer, trial.n, nc, ww[trial.core].sum(),
                  CORE_STIFFNESS * nc / stiff, rig / (Y * A0**2 / 8 * stiff)))
assert all(row[5] < 1 for row in table) and table[-1][5] > table[0][5]
assert abs(table[-1][3] - table[-1][4]) < abs(table[0][3] - table[0][4])

angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
nanonewton = constants.physical_constants["atomic unit of force"][0] * 1e9
print(f"shell natural bond length             {D0:.4f} bohr")
print(f"shell alpha, beta                     {ALPHA:.4f} {BETA:.4f} hartree/bohr^2")
print(f"core/shell stiffness ratio            {CORE_STIFFNESS:.2f}")
print(f"misfit m                              {MISFIT:.3f}")
print(f"outer radius, core radius             {OUTER:.2f} {OUTER*CORE_RATIO:.2f} lattice constants")
print(f"atoms: total, core, shell             {wire.n} {n_core} {n_shell}")
print(f"shell natural period L0               {A0:.6f} bohr")
print(f"core natural period                   {A0*(1+MISFIT):.6f} bohr")
print(f"shell Young modulus, formula          {Y:.6e} hartree/bohr^3")
print(f"shell Young modulus, direct strain    {Y_numeric:.6e} hartree/bohr^3")
print(f"Poisson ratio, formula and direct     {NU:.5f} {-best.x:.5f}")
print(f"test slope of energy                  {slope:.6f} hartree/bohr")
print(f"slope error, five- and three-point    {error_five:.1e} {error_three:.1e} hartree/bohr")
print(f"Newton steps                          {iterations}")
print(f"optimal period L                      {L:.6f} bohr = {L*angstrom:.5f} angstrom")
print(f"period from nested energy scan        {L_nested:.6f} bohr")
print(f"energy at joint minimum               {state.E:.8f} hartree per period")
print(f"energy with period held at L0         {held.E:.8f} hartree per period")
print(f"largest atomic force component        {np.max(np.abs(state.grad[:-1])):.1e} hartree/bohr")
print(f"largest cut force at optimum          {np.max(np.abs(cuts)):.1e} hartree/bohr")
print(f"cut force with period held at L0      {held_cuts[0]:.7f} hartree/bohr")
print(f"spread of that force over four cuts   {np.ptp(held_cuts):.1e} hartree/bohr")
print(f"slope of relaxed energy at L0         {held_slope:.7f} hartree/bohr")
print(f"axial torque at optimum               {abs(torque):.1e} hartree")
print(f"lowest nonrigid Hessian eigenvalue    {modes[4]:.3e} hartree/bohr^2")
print(f"shell axial strain                    {100*eps_shell:.4f} percent")
print(f"core axial strain                     {100*eps_core:.4f} percent")
print(f"core weight from axial loading        {w_core:.6f}")
print(f"core weight from small-misfit runs    {w_relaxed:.6f}")
print(f"sum of all atomic weights             {weights.sum():.10f}")
print(f"first-order shell strain              {100*w_core*MISFIT:.4f} percent")
print(f"first-order core strain               {-100*(1-w_core)*MISFIT:.4f} percent")
print(f"remainder ratio, m=0.01 to m=0.005    {remainder[0]/remainder[1]:.3f}")
print(f"axial force in core                   {F_core:.6f} hartree/bohr = {F_core*nanonewton:.4f} nN")
print(f"axial force in shell                  {F_shell:.6f} hartree/bohr = {F_shell*nanonewton:.4f} nN")
print(f"core lateral stress integral          {S_core:.6f} hartree/bohr")
print(f"core strain from mean natural bond    {100*eps_local:.4f} percent")
print(f"core force, uniaxial part only        {F_uniaxial:.6f} hartree/bohr")
print(f"core force, with lateral part         {F_hooke:.6f} hartree/bohr")
print(f"axial rigidity of main wire           {rigidity:.5f} hartree/bohr")
print("radius/a  atoms  core  weight    bulk rule  rigidity/bulk sum")
for row in table:
    print(f"{row[0]:6.2f} {row[1]:7d} {row[2]:5d}  {row[3]:.5f}   {row[4]:.5f}    {row[5]:.5f}")
print("all good")
```

Output:

```
shell natural bond length             4.5000 bohr
shell alpha, beta                     0.0300 0.0090 hartree/bohr^2
core/shell stiffness ratio            0.80
misfit m                              0.040
outer radius, core radius             3.10 1.86 lattice constants
atoms: total, core, shell             241 89 152
shell natural period L0               10.392305 bohr
core natural period                   10.807997 bohr
shell Young modulus, formula          4.396744e-03 hartree/bohr^3
shell Young modulus, direct strain    4.397184e-03 hartree/bohr^3
Poisson ratio, formula and direct     0.26923 0.26925
test slope of energy                  -0.059894 hartree/bohr
slope error, five- and three-point    2.2e-14 6.3e-08 hartree/bohr
Newton steps                          4
optimal period L                      10.550586 bohr = 5.58313 angstrom
period from nested energy scan        10.550586 bohr
energy at joint minimum               0.06077633 hartree per period
energy with period held at L0         0.07403013 hartree per period
largest atomic force component        5.1e-16 hartree/bohr
largest cut force at optimum          7.8e-16 hartree/bohr
cut force with period held at L0      -0.1661988 hartree/bohr
spread of that force over four cuts   4.7e-16 hartree/bohr
slope of relaxed energy at L0         -0.1661983 hartree/bohr
axial torque at optimum               4.8e-15 hartree
lowest nonrigid Hessian eigenvalue    9.979e-04 hartree/bohr^2
shell axial strain                    1.5231 percent
core axial strain                     -2.3817 percent
core weight from axial loading        0.393008
core weight from small-misfit runs    0.393008
sum of all atomic weights             1.0000000000
first-order shell strain              1.5720 percent
first-order core strain               -2.4280 percent
remainder ratio, m=0.01 to m=0.005    3.984
axial force in core                   -0.128771 hartree/bohr = -10.6091 nN
axial force in shell                  0.128771 hartree/bohr = 10.6091 nN
core lateral stress integral          -0.164048 hartree/bohr
core strain from mean natural bond    -2.1491 percent
core force, uniaxial part only        -0.090824 hartree/bohr
core force, with lateral part         -0.134991 hartree/bohr
axial rigidity of main wire           11.14838 hartree/bohr
radius/a  atoms  core  weight    bulk rule  rigidity/bulk sum
  2.10     109    37  0.41446   0.29134    0.77326
  3.10     241    89  0.39301   0.31900    0.84150
  5.60     793   293  0.35697   0.31917    0.91195
all good
```
